\section*{Counting the chemical potential once in the Seebeck voltage of a semiconductor}

\section{Result}

A voltmeter reads a difference of electrochemical potential, and the Seebeck coefficient $S$ given by the Boltzmann equation refers to that same difference. It already contains the gradient of the chemical potential, so adding this gradient to the Boltzmann voltage counts it twice. For a nondegenerate $n$-type bar with uniform doping, a parabolic band whose mass and edge do not shift with temperature, ends at $T_c$ and $T_h$, and no current, the voltage of the hot end relative to the cold end is
\begin{equation}
V=\underbrace{\frac{k}{e}(r+1)(T_h-T_c)}_{\text{electrostatic}}\;\underbrace{-\,\frac{\mu_c(T_h)-\mu_c(T_c)}{e}}_{\text{chemical}}=-\int_{T_c}^{T_h}S\,dT .
\label{result}
\end{equation}
Here $\mu_c$ is the chemical potential measured from the conduction-band edge, and the relaxation time varies with kinetic energy as $E^r$. The chemical term must be added once if one starts from the electrostatic difference alone. It must not be added if one starts from $S$. In the bar worked out below the true voltage is 14.1 mV, and the second addition turns it into 26.5 mV.

\section{The counter-example: a bar with two temperatures}

\subsection{Conventions and model}

The electron charge is $-e$, the band edge lies at $E_c=-e\phi$, and
\begin{equation}
\bar\mu=\mu_c-e\phi,\qquad V=-\frac{\bar\mu}{e}=\phi-\frac{\mu_c}{e},\qquad S=-\frac{dV}{dT}\ \text{at zero current}.
\label{conv}
\end{equation}
All differences, marked $\Delta$, are hot minus cold, and a prime on a field means $d/dx$. With this sign $S$ is negative for electrons.

The band is parabolic with mass $m$, so $E=p^2/2m$, and the electrons obey Maxwell statistics. With density $n(x)$ and temperature $T(x)$ the local equilibrium distribution is
\begin{equation}
f_0\propto n\,T^{-3/2}e^{-E/kT}.
\end{equation}
The factor $T^{-3/2}$ keeps the density equal to $n$ when $T$ changes.

\subsection{The field that stops the current}

The force on an electron is $+e\phi'$. The steady Boltzmann equation in the relaxation-time approximation, to first order in the gradients, gives
\begin{equation}
\delta f=-\tau\left(v_x\frac{\partial f_0}{\partial x}+e\phi'\frac{\partial f_0}{\partial p_x}\right).
\end{equation}
The two derivatives are
\begin{equation}
\frac{\partial f_0}{\partial x}=f_0\left[\frac{n'}{n}+\left(\frac{E}{kT}-\frac32\right)\frac{T'}{T}\right],\qquad
\frac{\partial f_0}{\partial p_x}=-\frac{v_x}{kT}f_0 ,
\end{equation}
so that
\begin{equation}
\delta f=-\tau v_xf_0\left[\frac{n'}{n}+\left(\frac{E}{kT}-\frac32\right)\frac{T'}{T}-\frac{e\phi'}{kT}\right].
\label{df}
\end{equation}
Diffusion is thus already present, through both $n'$ and $T'$. The current is proportional to the integral of $v_x\delta f$ over momentum. It vanishes when the bracket, averaged with the weight $\tau v_x^2f_0$, is zero. After the average over directions $v_x^2\propto E$, the density of states is proportional to $E^{1/2}$, and $\tau\propto E^r$. With $y=E/kT$,
\begin{equation}
\left\langle\frac{E}{kT}\right\rangle=\frac{\int_0^\infty y^{r+5/2}e^{-y}dy}{\int_0^\infty y^{r+3/2}e^{-y}dy}=\frac{\Gamma(r+\frac72)}{\Gamma(r+\frac52)}=r+\frac52 .
\label{avg}
\end{equation}
Subtracting $3/2$ leaves $r+1$, and the zero-current field follows:
\begin{equation}
\phi'=\frac{kT}{e}\frac{n'}{n}+\frac{k}{e}(r+1)T' .
\label{phi}
\end{equation}

For uniform $n$ the first term is absent. If the temperature profile is linear, $\phi'$ is then constant and $\phi''=0$. With a constant permittivity, Poisson's equation gives zero charge density, so the assumption that $n$ equals the donor density is consistent inside the bar.

\subsection{The chemical part}

The density and the chemical potential are related by
\begin{equation}
n=\frac{2}{h^3}\int e^{(\mu_c-E)/kT}d^3p=N_c\,e^{\eta},\qquad N_c=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2},\qquad \eta=\frac{\mu_c}{kT}.
\end{equation}
Since $N_c\propto T^{3/2}$, the derivative of $\eta=\ln(n/N_c)$ is $\eta'=n'/n-\frac32T'/T$. Therefore
\begin{equation}
\mu_c'=k\eta T'+kT\eta'=kT\frac{n'}{n}+k\left(\eta-\frac32\right)T' .
\label{mu}
\end{equation}
Inserting \eqref{phi} and \eqref{mu} in $V'=\phi'-\mu_c'/e$ cancels the density gradient:
\begin{equation}
V'=\frac{k}{e}\left(r+\frac52-\eta\right)T',\qquad S=-\frac{k}{e}\left(r+\frac52-\eta\right).
\label{S}
\end{equation}
This is the standard Boltzmann coefficient for a nondegenerate band. Its term in $\eta$ came from $\mu_c'$; the electrostatic field at uniform density contains no $\eta$ at all. Integrating $\phi'$ and $\mu_c'$ separately along the bar gives \eqref{result}.

\subsection{Numbers}

Take a lightly doped $n$-type SrTiO$_3$ bar between 300 and 320 K, with $n=10^{18}$ cm$^{-3}$, a density-of-states mass of $5m_0$ and $r=0$. At 300 K, $N_c=2.806\times10^{20}$ cm$^{-3}$, hence
\begin{equation}
\eta_c=\ln\frac{10^{18}}{2.806\times10^{20}}=-5.637,\qquad
\eta_h=\eta_c-\frac32\ln\frac{320}{300}=-5.734 .
\end{equation}
Multiplying by $kT$ gives $\mu_c=-145.722$ meV at the cold end and $-158.107$ meV at the hot end. The chemical potential falls on heating because its slope at fixed density, $k(\eta-\frac32)$ by \eqref{mu}, is negative here. With $k/e=86.17$ $\mu$V/K,
\begin{align}
\Delta\phi&=86.17\ \mu\text{V/K}\times20\ \text{K}=1.723\ \text{mV},\\
-\Delta\mu_c/e&=12.384\ \text{mV},\\
V&=1.723+12.384\approx14.108\ \text{mV}.
\end{align}
The last digits are kept so that the sums can be followed; the model does not deserve them. The same voltage follows from $S$, which is $-701$ $\mu$V/K at the cold end and $-710$ $\mu$V/K at the hot end: the mean magnitude times 20 K is 14.1 mV.

Adding the chemical part again gives
\begin{equation}
V_{\rm double}=V-\frac{\Delta\mu_c}{e}=\Delta\phi-\frac{2\Delta\mu_c}{e}=26.492\ \text{mV}.
\end{equation}
Adding it with the opposite sign gives $V+\Delta\mu_c/e=\Delta\phi=1.723$ mV. This removes the chemical part and leaves the electrostatic difference inside the bar, which is not the meter reading either.

\subsection{The same rule in a bar at one temperature}

Let the whole bar be at 300 K and let the doping rise tenfold from one end to the other. Equation \eqref{phi} gives a built-in potential difference of
\begin{equation}
\Delta\phi=\frac{kT}{e}\ln10=59.5\ \text{mV},
\end{equation}
where $\Delta$ now means heavily doped end minus lightly doped end. Equation \eqref{mu} gives $\Delta\mu_c/e=59.5$ mV as well, so $V=0$. These are Maxwell values; for a rise from $10^{18}$ to $10^{19}$ cm$^{-3}$, Fermi statistics add 0.3 mV to both and leave $V=0$. The Boltzmann Seebeck voltage is also zero, because $T'=0$. The adding rule predicts $0-\Delta\mu_c/e=-59.5$ mV. A bar in equilibrium would then drive a current through a load and deliver work while drawing heat from a single reservoir, against the second law.

One might restrict the addition to the part of $\mu_c'$ caused by $T'$. The graded bar does not exclude that version, but the Peltier heat treated below does.

\section{The general statement and its proof}

\subsection{Statement}

In linear response, with a local equilibrium distribution and a relaxation time, the current depends on the electrostatic and chemical potentials through $\bar\mu'$ alone, apart from the term in $T'$:
\begin{equation}
J=\frac{\sigma}{e}\bar\mu'-\sigma S\,T',\qquad S=-\frac{\langle E-\mu_c\rangle}{eT}.
\label{J}
\end{equation}
This holds for Fermi statistics and for a band structure that varies slowly along the bar. The coordinate $x$ is taken along a symmetry axis, so that current and gradients are parallel.

\subsection{Proof}

Let $H(\mathbf p,x)=E_c(x)+E(\mathbf p,x)$ be the total energy of an electron. Local equilibrium means that $f_0$ is the Fermi function of $(H-\bar\mu)/kT$. Write $w=-\partial f_0/\partial H>0$. At fixed momentum,
\begin{equation}
\frac{\partial f_0}{\partial x}=w\left[-\frac{\partial H}{\partial x}+\bar\mu'+\frac{H-\bar\mu}{T}T'\right].
\end{equation}
The force is $-\partial H/\partial x$, and $\partial f_0/\partial p_x=-wv_x$. The force term in the Boltzmann equation is therefore $+wv_x\,\partial H/\partial x$, which cancels the first term of the diffusion part:
\begin{equation}
\delta f=-\tau v_xw\left[\bar\mu'+\frac{E-\mu_c}{T}T'\right],
\label{general}
\end{equation}
where $H-\bar\mu=E-\mu_c$ was used. Neither $\phi'$ nor $\mu_c'$ survives separately. Now multiply by $-ev_x$ and integrate over momentum. Define
\begin{equation}
\sigma=e^2\,\frac{2}{h^3}\int\tau v_x^2w\,d^3p ,
\end{equation}
and let $\langle\cdots\rangle$ be the average with weight $\tau v_x^2w$. The result is
\begin{equation}
J=\frac{\sigma}{e}\left[\bar\mu'+\frac{\langle E-\mu_c\rangle}{T}T'\right],
\end{equation}
which is \eqref{J}. Setting $J=0$ gives $\bar\mu'=eST'$, or $V'=-ST'$. For Maxwell statistics $w=f_0/kT$, the average \eqref{avg} applies, and \eqref{S} returns.

\subsection{Why the meter reads $V$}

Inside a meter at uniform temperature, \eqref{J} reduces to $J=\sigma\bar\mu'/e=-\sigma V'$. Its small current is driven by the difference of $\bar\mu$ between its terminals. If these are of one metal at one temperature, they have equal chemical potentials, and the reading is also the electrostatic difference between the terminals. That differs from the electrostatic difference between the ends of the bar.

The account can be followed around the circuit. Let the leads have chemical potential $\zeta(T)$ and Seebeck coefficient $S_l$, with both terminals at $T_c$. At each junction $\bar\mu$ is continuous, because a contact with finite conductance, no current and the same temperature on both sides supports no difference of $\bar\mu$, while $\phi$ may step. Going from the cold terminal through the bar to the hot junction and back to the second terminal, the changes of $\phi$ are
\begin{align}
\text{cold junction:}&\quad [\mu_c(T_c)-\zeta(T_c)]/e,\\
\text{bar:}&\quad \Delta\phi,\\
\text{hot junction:}&\quad [\zeta(T_h)-\mu_c(T_h)]/e,\\
\text{hot lead:}&\quad S_l(T_h-T_c)+[\zeta(T_c)-\zeta(T_h)]/e .
\end{align}
All terms in $\zeta$ cancel in the sum, which is
\begin{equation}
\Delta\phi-\frac{\Delta\mu_c}{e}+S_l(T_h-T_c)=V+S_l(T_h-T_c).
\end{equation}
The chemical part of the bar enters through the two junction steps, once; the terms in $\zeta$ that they also contain are cancelled by the hot lead. A lead with $S_l=2$ $\mu$V/K would add 0.04 mV to the 14.1 mV.

\subsection{The Peltier heat fixes the same $S$}

In an isothermal bar \eqref{general} becomes $\delta f=-\tau v_xw\bar\mu'$. Each electron carries the heat $E-\mu_c$ and the charge $-e$, so the heat current per unit electric current is
\begin{equation}
\Pi=\frac{\langle E-\mu_c\rangle}{-e}=TS .
\end{equation}
This derivation contains no temperature gradient. It does count the heat from $\mu_c$, the reference that fixes the heat released at a junction across which $\bar\mu$ is continuous; this reference contributes $(k/e)\eta=-486$ $\mu$V/K to $\Pi/T$ at 300 K. At 300 K it gives $\Pi/T=-701$ $\mu$V/K. The chemical slope at fixed density is $(1/e)\,d\mu_c/dT=(k/e)(\eta-\frac32)=-615$ $\mu$V/K, so the doubled coefficient would be $-1316$ $\mu$V/K. It violates the Kelvin relation $\Pi=TS$.

\section{How large the error is}

\subsection{Two limits}

For a nondegenerate bar at fixed density, the doubled coefficient relative to the true one is
\begin{equation}
\frac{S_{\rm double}}{S}=1+\frac{\frac32-\eta}{r+\frac52-\eta}=2-\frac{r+1}{r+\frac52-\eta}.
\end{equation}
At the cold end this is $2-1/8.137=1.88$. It tends to 2 at low density, where $-\eta$ is large and nearly the whole voltage is chemical.

In the opposite, degenerate limit of the same band, the Sommerfeld expansion with $\tau v_x^2\times(\text{density of states})\propto E^{r+3/2}$ gives, to leading order in $kT/\mu_c$,
\begin{equation}
\langle E-\mu_c\rangle=\frac{\pi^2}{3}(kT)^2\frac{r+\frac32}{\mu_c},\qquad
S=-\frac{\pi^2k^2T}{3e\mu_c}\left(r+\frac32\right).
\end{equation}
Fixed density requires $\frac23\mu_c^{3/2}+\frac{\pi^2}{12}(kT)^2\mu_c^{-1/2}$ to be constant. Differentiating to the same order gives $d\mu_c/dT=-\pi^2k^2T/(6\mu_c)$. The ratio is then
\begin{equation}
\frac{S_{\rm double}}{S}=1+\frac{1}{2r+3},
\end{equation}
or $4/3$ for $r=0$. Double counting remains an error in the degenerate band; for $r=0$ its factor is smaller than in the nondegenerate bar above.

\subsection{Power and efficiency}

A source with open-circuit voltage $V$ and resistance $R$ delivers $P=V^2R_L/(R+R_L)^2$ to a load $R_L$. The derivative with respect to $R_L$ is proportional to $R-R_L$, so the maximum is $V^2/4R$ at $R_L=R$. Let the bar be 5 mm long with a cross-section of 4 mm$^2$ and a mobility of 6 cm$^2$/Vs, held constant along it. Then $\sigma=en\times(\text{mobility})=0.961$ S/cm, $R=13.0$ $\Omega$, and
\begin{equation}
P=\frac{(14.108\ \text{mV})^2}{4\times13.0\ \Omega}=3.83\ \mu\text{W}.
\end{equation}
The doubled voltage would give 13.5 $\mu$W, too large by the factor $(26.492/14.108)^2=3.53$.

With a thermal conductivity $\kappa=10$ W/(m K) the conducted heat is 0.160 W. The efficiency at matched load is $2.4\times10^{-5}$, against $8.4\times10^{-5}$ from the doubled voltage. The Peltier heat drawn at the hot end is $8\times10^{-4}$ of the conducted heat and was left out of the denominator. This is justified here because $zT=S^2\sigma T/\kappa=1.4\times10^{-3}$ is small. At larger $zT$ the efficiency no longer scales as $V^2$.

\section{What changes $\phi$ but not the reading}

Suppose the band edge drifts with temperature, $E_c=-e\phi+a(T-T_c)$, and that the carriers feel this drift as a force. The calculation of Section 2 then fixes $-E_c/e$ instead of $\phi$, and $\Delta\phi$ gains $a(T_h-T_c)/e$. For a trial value $a=0.2$ meV/K, $\Delta\phi$ rises from 1.7 to 5.7 mV. The voltage stays at 14.1 mV, since $\mu_c$ is measured from $E_c$. The reading is now $V=-\Delta(E_c+\mu_c)/e=\Delta\phi-\Delta\mu_c/e-a(T_h-T_c)/e$; the two terms of \eqref{result} taken with the new $\Delta\phi$ would give 18.1 mV. The electrostatic difference thus depends on the band edge, while the measured difference of $\bar\mu$ does not. A mass that varies with temperature likewise adds $-\frac32(kT/e)\,m'/m$ to $\phi'$; for $m\propto T$ this turns $\Delta\phi$ into $-0.9$ mV, while $V=-\int S\,dT$ becomes 14.2 mV.

Contacts bend the bands near the ends, within a few Debye lengths if the bending is a few $kT$. To see the effect, Poisson's equation and $V'=-S(\eta)T'$ were solved together by collocation, for relative permittivity 300 and the same end temperatures. The bar was 200 Debye lengths long, one Debye length being 20.7 nm. The contacts shifted $\eta$ by $+1$ at the cold end and $-3$ at the hot end. The end-to-end $\Delta\phi$ became $-107$ mV, yet $V$ moved by only 0.025 mV. In a bar twice as long the shift was half as large. The reason is that the shift equals $-(k/e)\int\delta\eta\,T'dx$, where $\delta\eta$ is confined to the contact layers and $T'$ falls as one over the length. Scaled to 5 mm it is 0.02 $\mu$V. These bends are trial values. Depleting barriers of 1 eV at both ends reach about ten Debye lengths at constant permittivity and shift $V$ by about 2 mV in the short bar and about 1.6 $\mu$V at 5 mm.

\section{The model beside real SrTiO$_3$}

The mass, mobility, permittivity and thermal conductivity are rough typical values near room temperature. The doping is light: thermoelectric use calls for far higher densities, at which Maxwell statistics fail and \eqref{J} must be used with Fermi statistics. At $10^{18}$ cm$^{-3}$, numerical Fermi integrals change $S$ by only 0.03 $\mu$V/K. The scattering law is a weak assumption. Electrons in SrTiO$_3$ scatter strongly from polar optical phonons, and this scattering does not follow a single power of the energy; a change of $r$ by $\frac12$ moves $|S|$ by 43 $\mu$V/K, or 6\%, which shows the sensitivity but does not bound the error. Moreover, a relaxation time $\tau$ inferred from the mobility with mass $5m_0$ gives $\hbar/\tau kT\approx1.5$. In the real material several bands share the density of states, so the mass that governs the motion is smaller and the ratio larger: three equal isotropic bands, of mass $2.4m_0$ each, would give about 3. The energy of a carrier is then no sharper than $kT$, which puts the Boltzmann equation itself in doubt for this material. The value of $S$ is therefore a model value, and its error is not bounded here.

Phonon drag is also left out. If electrons of drift velocity $u$ lost all their momentum to acoustic phonons of speed $s$ and mean free path $\Lambda$, they would supply momentum at the rate $neu/b$ per volume, with $b$ the mobility. The phonons would hold it for a time $\Lambda/s$ and carry an energy flux $s^2$ times their momentum density. Dividing by $neu$ and by $T$ gives an addition to $|S|$ of order $s\Lambda/(bT)$, which is 56 $\mu$V/K for $s=5$ km/s and $\Lambda=2$ nm. This is a scale, not a bound. Drag would change the true voltage, but it gives no reason to add $\Delta\mu_c$ a second time.
